Capillary forces in rough trenches by constrained surface-energy minimisation

**1. Result**

A trench has two vertical walls, mean gap w and period L along its length. The walls are rough in plan but not in height. Liquid of volume V = wLH covers the flat floor and stays below the wall tops, so H is the mean fill. Let γ be the liquid-vapour tension, θ the Young angle (0 < θ < 90°), and r the contour length of a wall in plan divided by L, averaged over the two walls. If an equilibrium surface of finite slope exists, it has the lowest surface energy of all liquid shapes that stay between the walls, cover the floor and have the same volume. Its gauge pressure is

p = −2γr cosθ/w, (1)

and it pulls the walls together with the force

F/(γL) = 2r cosθ H/w + f₀, (2)

where f₀ does not depend on the fill. For smooth walls,

f₀ = ½[(π/2 − θ)/cosθ + sinθ]. (3)

For rough walls f₀ needs a numerical surface. Flat triangles suffice: differentiating their minimum energy gives a force whose error falls as the square of the mesh size.

**2. Energy and equilibrium**

Let x run across the trench, y along it and z upwards. The walls are x_L(y) and x_R(y), and the surface is z = h(x,y) over the plan region Ω between them. Wetting unit area of wall changes the solid's surface energy by −γcosθ, which is Young's relation. With W = √(1+|∇h|²),

E[h] = γ∫W dA − γcosθ∮h ds, ∫h dA = V. (4)

The line integral runs along both walls. Gravity is omitted. So is the floor's interfacial energy, which makes F the load on the wall above the floor and leaves out the force on the foundation.

Vary h by η, with p as the multiplier of the volume constraint:

γ∫∇h·∇η/W dA − γcosθ∮η ds = p∫η dA.

Let ν be the horizontal normal pointing from liquid into wall. Integration by parts turns the first term into

γ∮η ν·∇h/W ds − γ∫η div(∇h/W) dA,

the periodic ends cancelling. Since η is arbitrary inside and on the walls,

div(∇h/W) = −p/γ in Ω, ν·∇h/W = cosθ on the walls. (5)

The first condition is Laplace's law with p = p_liquid − p_vapour. The second is the contact angle. It comes out of the minimisation and is never imposed on the shape, so measuring it on a computed surface is a real test.

Integrate the first condition over Ω, whose area is wL. The left side becomes the wall integral of cosθ, which is 2rL cosθ; the right side is −pwL/γ. This gives (1). Roughness raises the suction because there is more wall per unit plan area.

**3. Why the minimum is global, and when it fails to exist**

Write g = ∇h. The second derivative of W along a vector a is

|a|²/W − (a·g)²/W³ = [|a|² + |a|²|g|² − (a·g)²]/W³ ≥ |a|²/W³.

The energy is therefore convex in h, strictly so except for a uniform shift, and the fixed volume forbids that shift. A solution of (5) is thus the unique minimum among surfaces z = h(x,y).

Overhanging shapes need another argument. Extend the upward unit normal of the solution through all heights:

X = (−∇h, 1)/W, |X| = 1, div X = p/γ, X·ν = −cosθ.

Take any liquid body of volume V that stays between the walls and covers the floor, with free surface S, outward normal n and wetted wall area A_w. The divergence theorem gives

pV/γ = ∫_S X·n dS − cosθ A_w − ∫dA/W.

The last term is the floor, where the outward normal points down. Because X·n ≤ 1,

area(S) − cosθ A_w ≥ pV/γ + ∫dA/W.

The right side is the same for every competitor, and the solution itself attains equality. So no overhanging shape has lower energy, and

E_min = E₀(w) + pV, E₀ = γ∫dA/W. (6)

The minimum is global only among shapes that cover the floor. Take a long smooth trench with the inputs of section 6 and the same contact angle on the floor. A block of liquid 85 nm high with flat faces, leaving the rest of the floor dry, has lower energy than the covering liquid once the trench is longer than about 1.6 µm. The covering liquid is then only metastable.

Existence is a separate condition. Cut from Ω a part of area a, bounded by wall length ℓ and an internal cut of length c. Integrating (5) over that part, and using |∇h|/W < 1 on the cut, requires

|ℓcosθ + pa/γ| < c.

In a small neighbourhood of a sharp recess with half-opening α, two wall pieces of length b give ℓ = 2b and c = 2b sinα, while a is of order b². The condition is violated if sinα < cosθ, that is α < 90° − θ. No surface of finite height then solves the problem, and the liquid runs up the corner. At θ = 60° this happens below α = 30°.

Roughness in height is outside this theory. It can pin the contact line and create several local minima, and the computed state then depends on the starting shape.

**4. Discrete minimisation**

Place nodes at x = x_L + ξ(x_R − x_L), with ξ from 0 to 1, and split each cell into two triangles. In triangle T of area A_T the height is linear, with gradient g_T = Σᵢhᵢbᵢ, where bᵢ is the gradient of the nodal hat function. Let mᵢ be the integral of that function over Ω, and ℓᵢ half the length of the wall edges meeting at node i (zero for interior nodes). Then

E_h = γΣ_T A_T W_T − γcosθ Σᵢℓᵢhᵢ, Σᵢmᵢhᵢ = V.

The gradient and Hessian are

Gᵢ = γΣ_T A_T bᵢ·g_T/W_T − γcosθ ℓᵢ,

Kᵢⱼ = γΣ_T A_T[bᵢ·bⱼ/W_T − (bᵢ·g_T)(bⱼ·g_T)/W_T³].

A Newton step d satisfies

Kd = pm − G, m·d = 0.

A uniform shift changes no slope, so K annihilates constants and its rows sum to zero. Summing the equations gives p = ΣG/Σm. One iteration is:

1. Compute G, K and p; stop if the largest |Gᵢ − pmᵢ| is negligible.
2. Set d = 0 at one node, delete its row and column, and solve the remaining positive definite system. The deleted equation holds too, because both sides sum to zero.
3. Add a constant to d so that m·d = 0.
4. Halve the step until the energy does not rise.

The step points downhill: since m·d = 0, G·d = (G − pm)·d = −d·Kd < 0. The start is the flat surface h = H, which already has the right volume.

**5. The force as an energy derivative**

Displace the right wall rigidly outwards by δw at fixed V. The attraction is F = (∂E_min/∂w)_V, positive when opening the trench costs energy. At the minimum, E − p(∫h dA − V) is stationary in h, so only its explicit dependence on the geometry contributes.

Move each point from x to x + εv(x,y), with v = 0 on the left wall and v = 1 on the right, carrying the value of h along. To first order in ε,

dA → dA(1 + εvₓ), hₓ → hₓ − εvₓhₓ, h_y → h_y − εv_yhₓ.

Hence δW = −εhₓ(hₓvₓ + h_yv_y)/W. The wall integral in (4) does not change, since each wall moves rigidly. Collecting terms,

F = ∫[(γW − ph)vₓ − γhₓ(∇h·∇v)/W] dA. (7)

If v is linear on each triangle, (7) is the derivative of the discrete minimum energy under that mesh motion, with no further approximation.

In the continuum, v is free. Write (7) as ∫T·∇v dA with

T = (γW − ph − γhₓ²/W, −γhₓh_y/W).

Since ∂ₓW = (hₓhₓₓ + h_yhₓ_y)/W, and the product rule gives

div(hₓ∇h/W) = (hₓhₓₓ + h_yhₓ_y)/W + hₓ div(∇h/W),

the second-derivative terms cancel:

div T = −phₓ − γhₓ div(∇h/W) = 0.

Two choices of v differ by a function that vanishes on both walls, so they give the same force. Letting v jump at a plane x = c that cuts no wall gives

F = ∫[γ(1+h_y²)/W − ph] dy.

This is the surface tension and suction transmitted through a section.

Integrating (7) by parts instead leaves the right wall:

F = ∫[(γW − ph)νₓ − γcosθ hₓ] ds.

Let τ be the wall tangent and h_s the slope of the contact line along the wall. Then hₓ = Wcosθ νₓ + h_sτₓ, and W² = 1 + W²cos²θ + h_s² gives W sinθ = √(1+h_s²). Therefore

F = ∫[−ph νₓ + γsinθ√(1+h_s²)νₓ − γcosθ h_sτₓ] ds. (8)

The terms are the suction on the wetted wall, the inward pull at the contact line, and a correction where that line slopes.

The fill law follows from (6). A rigid displacement leaves r unchanged, so dp/dw = −p/w and

F = dE₀/dw − pV/w.

With V = wLH and (1) this is (2), where f₀ = (dE₀/dw)/(γL). For smooth walls the surface is an arc of radius R = w/(2cosθ), whose inclination ψ runs from −φ to φ, with φ = π/2 − θ. Since dx = R cosψ dψ and 1/W = cosψ,

E₀/(γL) = R∫cos²ψ dψ = R(φ + sinφ cosφ) = (w/2)[(π/2−θ)/cosθ + sinθ].

Its derivative with respect to w is (3). As θ → 90° the suction vanishes, f₀ → 1 and F/L → γ: a flat film simply pulls with its tension. As θ → 0, f₀ → π/4, but the slope at the wall diverges and this height-function mesh becomes unsuitable.

**6. Error analysis on a worked case**

The example is water between photoresist lines, with rough typical inputs: w = 40 nm, L = 60 nm, H = 60 nm, θ = 60° and γ = 72 mN/m. The lines are 40 nm wide and 90 nm high. Each wall carries two harmonics, of amplitude 2 nm and 1 nm, with different phases on the two walls. The rms roughness is √(2²/2 + 1²/2) = 1.58 nm, and r = 1.0214.

Linear elements have a gradient error of first order in the mesh size Δ. Near a minimum this enters the energy squared. Replacing a wall by chords also shortens it at order Δ². One therefore expects E_h = E + C(w)Δ² + …, and, if C varies smoothly with w, a force error C′(w)Δ². The results, using v = ξ, are:

16 cells across: F/(γL) = 2.486474
32 cells: 2.486628
64 cells: 2.486667
128 cells: 2.486677

The observed orders from the three finest meshes are 1.997 for the force and 1.998 for the energy, which supports the expansion. Removing the leading error gives

F/(γL) = 2.486677 + (2.486677 − 2.486667)/3 = 2.48668.

Relative to this value, the coarsest mesh is wrong by 0.008 %. These digits measure numerical convergence; the physical inputs are far less certain.

The largest contact-angle error along both walls, from one-sided second-order differences of the heights, is 0.244°, 0.080°, 0.023° and 0.006° on the four meshes. The last reduction is by a factor of 3.7, close to the 4 of second order. Laplace's law was tested separately: curvatures from local quartic fits at nine interior points on the 64-cell mesh agree with (1) within 0.033 %.

The force was tested by other routes:

- Direct wall loading (8) gives 2.486666 on the finest mesh.
- On the same mesh, ramps of v confined to 10 nm bands centred at x = −8 and 8 nm both give 2.486677.
- Central differences of minimum energies on the 64-cell mesh, with w changed by ±0.1 nm at fixed V, give 2.486676 against 2.486667 from (7). The gap is the difference formula's own error. For the 1/w part of the energy it is a fraction (0.1/40)² of the suction term 1.532, or about 0.00001.

For smooth walls, (2) and (3) give 1.5 + 0.95661 = 2.45661, and the 64-cell mesh gives 2.45662.

A competitor was also made by displacing the 64-cell surface sideways and upwards by 3 sin(6πξ) nm, which folds it into overhangs, and then restoring its volume. Its energy is 1363 γ nm² higher. This illustrates the inequality of section 3, which the proof establishes in general.

**7. Reading the force**

The suction is

2 × 1.02142 × 0.5 × 0.072 N/m / (40 × 10⁻⁹ m) = 1.84 MPa,

so p = −1.84 MPa. In (2) the suction term is 2 × 1.02142 × 0.5 × 60/40 = 1.5321 and f₀ = 0.9546. Their sum gives F/L = 72 × 2.4867 = 179 mN/m, or 10.7 nN per 60 nm period.

At the same mean gap, fill and angle, roughness raises the suction by 2.1 % but the force by only 1.2 %. The fill-independent part is not multiplied by r; here it falls slightly, from 0.9566 to 0.9546. On the right wall the contact line stands at 64.7 nm in the deepest recess and at 62.9 nm on the furthest protrusion, so in this geometry the liquid climbs higher in the recess.

At half fill, (2) predicts 1.5321/2 + 0.9546 = 1.7206, and energy differences at that volume give the same value to four decimals. Halving the liquid therefore lowers the force by 31 %, not by half. The law ends when the surface touches the floor. A brim-full trench is also outside it, because the contact line can then be held at the top edges.

**8. The real rinse**

Of the effects estimated here, a 10° change of contact angle matters most. The angle depends on the resist, the rinse and whether the line advances or recedes. At the same fill, θ = 50° raises the force by 16 % and θ = 70° lowers it by 18.5 %. This outweighs the roughness effect and makes the later digits of F irrelevant to a process.

Real lines also bend. If only this trench is wet, suction up to the mean contact height a and a line pull P at that height deflect a cantilever of modulus M and width b by

(|p|a⁴/8 + Pa³/3)/(Mb³/12).

With M = 3 GPa, a rough value, this is 0.57 nm per wall at the contact line. The gap closes there by 1.14 nm. For a rough size, treat this as a rigid closure over the whole depth, ignoring the tilt of the walls and their smaller deflection lower down. At fixed volume the suction term then varies as 1/w², so the force rises by about 2 × (1.532/2.487) × (1.14/40) = 3.5 %. The downward pull γcosθ on the wall face is left out; its moment would add about 0.1 nm to the deflection. The lines are also too stubby for slender-beam theory to be accurate. A self-consistent beam estimate for smooth walls that includes the tilt, this moment, shear and plane strain (Poisson ratio 0.35) gives about 0.8 nm per wall and a force rise of about 5 %, so the 3.5 % is on the low side. These figures give a size and do not predict collapse. Equal liquid on both sides of a line would cancel the mean load.

The other omissions are smaller, again for rough inputs:

- A Tolman length of 0.1 nm changes the tension by about 0.3 %.
- A line tension of 10⁻¹¹ N shifts cosθ by up to about 0.003 along the right wall.
- Thermal waves roughen the surface by about 0.2 nm over one period. If the contact lines slide freely, longer waves raise the rms averaged along a 10 µm trench to between 1.0 and 1.6 nm, depending on the conditions at its ends, and to about 2.2 nm locally at a free end.
- With a Hamaker constant of 10⁻²⁰ J, van der Waals pressure matches the suction in a film 0.7 nm thick, so the continuum contact line is blurred on that scale.
- The hydrostatic pressure of the fill is 3 × 10⁻¹⁰ of the suction.

The absolute liquid pressure is negative, about −1.7 MPa. Bulk liquid at this pressure would be metastable, and a critical spherical vapour bubble in it would have a radius of 83 nm. Such a bubble does not fit in the 40 nm gap. This estimate does not cover bubbles that start on the walls or from trapped gas. The complete figures are in the numerical output below.

Numbers as computed

```
gap 40 nm, period 60 nm, mean fill 60 nm
Young angle 60 deg, tension 72 mN/m
line width 40 nm, height 90 nm, modulus 3 GPa
right-wall roughness: rms 1.581 nm, 3 sigma 4.74 nm
mean contour ratio r = 1.02142
smooth force/(gamma L): formula 2.45661, mesh 2.45662
smooth meniscus depth: arc 5.3590 nm, mesh 5.3588 nm
 16 cells across: F/(gamma L) 2.486474, wall sum 2.485835
    max angle error 0.2439 deg, energy -1383.2073 gamma nm^2
 32 cells across: F/(gamma L) 2.486628, wall sum 2.486468
    max angle error 0.0800 deg, energy -1384.4022 gamma nm^2
 64 cells across: F/(gamma L) 2.486667, wall sum 2.486627
    max angle error 0.0231 deg, energy -1384.7027 gamma nm^2
128 cells across: F/(gamma L) 2.486677, wall sum 2.486666
    max angle error 0.0062 deg, energy -1384.7779 gamma nm^2
observed order: force 1.997, energy 1.998
extrapolated F/(gamma L) = 2.486680
band forces/(gamma L), centres -8 and 8 nm: 2.486677, 2.486677
energy-difference F/(gamma L), 64 cells: 2.486676
fill-independent f0: rough 0.95455, smooth 0.95661
half fill F/(gamma L): law 1.72061, energies 1.72062
largest local curvature deviation 0.0329 %
overhanging competitor: energy excess 1362.6 gamma nm^2
gauge pressure -1.8386 MPa
force per length 179.04 mN/m
force per period 10.742 nN
force change due to roughness 1.224 %
right contact line: lowest 62.914 nm, highest 64.698 nm
height at deepest recess 64.693 nm
height at furthest protrusion 62.916 nm
neglected, angle 50 / 70 deg: force +16.3 / -18.5 %
neglected, elastic lean 0.569 nm per wall, force +3.5 %
neglected, Tolman length 0.1 nm: tension change 0.26 %
neglected, line tension 1e-11 N: cos(theta) shift up to 0.0032
neglected, thermal surface roughness at 298 K: 0.211 nm
neglected, adsorbed film (Hamaker 1e-20 J): 0.66 nm
neglected, gravity / capillary pressure: 3.2e-10
critical cavitation bubble radius 82.9 nm
```
